# The Fock exchange operator for PAW pseudo orbitals, tested on nitrogen, part 2

This guided problem treats exact exchange for PAW pseudo orbitals $\tilde\psi_j$ (written $j$ in brackets), in Hartree atomic units, for one spin channel with real occupations $f_j$. The operator $\tilde K$ has been derived; its properties follow.

The Coulomb bracket $(A|B)$, with kernel $1/|\mathbf r-\mathbf r'|$, is symmetric and contains no conjugation; $\langle\chi|\xi\rangle$ is the plain $L^2$ product. Real partial waves $\phi_a$ (all-electron) and $\tilde\phi_a$ (pseudo) agree outside non-overlapping atomic spheres $\Omega_R$. Real projectors $p_a$, confined to the spheres, obey $\langle p_a|\tilde\phi_b\rangle=\delta_{ab}$. Indices in a sum share one atom, and atoms are summed. The all-electron orbitals and exchange operator are

$$T=1+\sum_a\big(|\phi_a\rangle-|\tilde\phi_a\rangle\big)\langle p_a| ,\qquad \psi_j=T\tilde\psi_j ,$$
$$\langle u|K|w\rangle=-\sum_jf_j\,(u^*\psi_j|\psi_j^*w).$$

Write $P^\chi_a=\langle p_a|\chi\rangle$, $P_{ja}=\langle p_a|\tilde\psi_j\rangle$, $\chi^1=\sum_a\phi_aP^\chi_a$, $\tilde\chi^1=\sum_a\tilde\phi_aP^\chi_a$, $\delta_\chi=\chi-\tilde\chi^1$. Functions with $\delta_\chi=0$ inside every sphere are complete and form $\mathcal C$. Then

$$(T\chi)^*(T\xi)=\chi^*\xi+n^1_{\chi\xi}-\tilde n^1_{\chi\xi}+\big[(\chi^1-\tilde\chi^1)^*\delta_\xi+\delta_\chi^*(\xi^1-\tilde\xi^1)\big],\tag{1}$$

with $n^1_{\chi\xi}=\sum_{ab}P^{\chi*}_a\phi_a\phi_bP^\xi_b$ and $\tilde n^1_{\chi\xi}=\sum_{ab}P^{\chi*}_a\tilde\phi_a\tilde\phi_bP^\xi_b$. PAW drops the square bracket. The overlap operator is

$$S=1+\sum_{ab}|p_a\rangle\Delta O_{ab}\langle p_b|,\qquad \Delta O_{ab}=O_{ab}-\tilde O_{ab},\tag{2}$$

$O_{ab}=\int_\Omega\phi_a\phi_b$, $\tilde O_{ab}=\int_\Omega\tilde\phi_a\tilde\phi_b$. On $\mathcal C$, $\langle\chi|S|\xi\rangle=\langle T\chi|T\xi\rangle$. The constraint is $\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\delta_{ij}$.

Compensation charges $\hat n_{\chi\xi}=\sum_{ab}P^{\chi*}_a\hat Q_{ab}P^\xi_b$, with real $\hat Q_{ab}=\hat Q_{ba}$, leave $\Delta_{\chi\xi}=n^1-\tilde n^1-\hat n$ without multipole moments if all multipoles are included (full compensation). For any number of multipoles, $\rho_{\chi\xi}=\chi^*\xi+\hat n_{\chi\xi}$ obeys

$$\rho_{\chi\xi}^*=\rho_{\xi\chi}.\tag{4}$$

For complete functions, with $n=(T\chi)^*T\xi$, $n'=(T\eta)^*T\zeta$, $h_R=n^1$, $s_R=\tilde n^1+\hat n$, $\Delta_R=h_R-s_R$,

$$(n|n')=(\rho|\rho')+\sum_R\big[(h_R|h'_R)-(s_R|s'_R)\big]+\mathcal E,$$
$$\mathcal E=\sum_R\big[(\rho-s_R|\Delta'_R)+(\Delta_R|\rho'-s'_R)\big]+\sum_{R\neq R'}(\Delta_R|\Delta'_{R'}),\tag{6}$$

and $\mathcal E=0$ with full compensation. For arbitrary functions,

$$[\chi\xi|\eta\zeta]=(\rho_{\chi\xi}|\rho_{\eta\zeta})+\sum_{abcd}P^{\chi*}_aP^\xi_b\,\Delta K_{abcd}\,P^{\eta*}_cP^\zeta_d,\tag{7}$$
$$\Delta K_{abcd}=(\phi_a\phi_b|\phi_c\phi_d)_\Omega-(\tilde\phi_a\tilde\phi_b+\hat Q_{ab}|\tilde\phi_c\tilde\phi_d+\hat Q_{cd})_\Omega ,$$

where $\Delta K_{abcd}=\Delta K_{cdab}=\Delta K_{bacd}=\Delta K_{abdc}$ is real, and

$$[\chi\xi|\eta\zeta]=[\eta\zeta|\chi\xi],\tag{8}$$
$$E_x=-\tfrac12\sum_{ij}f_if_j\,[ij|ji],\tag{9}$$
$$\langle\xi|\tilde K|\chi\rangle=-\sum_jf_j\,[\xi j|j\chi],\tag{10}$$
$$\tilde K\chi=\underbrace{-\sum_jf_j\,v_{j\chi}\,\tilde\psi_j}_{\tilde K_{\rm loc}\chi}\;\underbrace{-\sum_ap_a\sum_{jb}f_jP_{jb}\int\hat Q_{ab}\,v_{j\chi}}_{\tilde K_{\rm comp}\chi}\;\underbrace{-\sum_{abcd}p_a\,\Delta K_{abcd}D_{bc}\langle p_d|\chi\rangle}_{\tilde K_{\rm 1c}\chi}.\tag{11}$$

Here $v_{j\chi}$ is the potential of $\rho_{j\chi}$ and $D_{bc}=\sum_jf_jP_{jb}P^*_{jc}$. Once $E_x$ is shown real in (e), for real $\epsilon$

$$\frac{d}{d\epsilon}E_x[\tilde\psi_k+\epsilon\xi]\Big|_0=2f_k\,\mathrm{Re}\langle\xi|\tilde K|\tilde\psi_k\rangle .\tag{12}$$

The program's checks use a nitrogen atom and random complex orbitals built on its partial waves.

## (e) Hermiticity

**Problem.** Determine whether, and in which inner product, $\tilde K$ is Hermitian, and which assumptions enter. Examine the operator obtained by keeping $\hat n$ inside $v_{j\chi}$ but omitting $\tilde K_{\rm comp}$.

**Solution.** Conjugate the bracket (7). The kernel is real, so $(A|B)^*=(A^*|B^*)$, and (4) gives $(\rho_{\chi\xi}|\rho_{\eta\zeta})^*=(\rho_{\xi\chi}|\rho_{\zeta\eta})$. The one-centre part conjugates to $\sum P^\chi_aP^{\xi*}_b\Delta K_{abcd}P^\eta_cP^{\zeta*}_d$. Renaming $a\leftrightarrow b$, $c\leftrightarrow d$ and using $\Delta K_{badc}=\Delta K_{abcd}$ gives $\sum P^{\xi*}_aP^\chi_b\Delta K_{abcd}P^{\zeta*}_cP^\eta_d$. Together,

$$[\chi\xi|\eta\zeta]^*=[\xi\chi|\zeta\eta].\tag{13}$$

Apply (13) and then (8) to (10), with real $f_j$:

$$\langle\xi|\tilde K|\chi\rangle^*=-\sum_jf_j[j\xi|\chi j]=-\sum_jf_j[\chi j|j\xi]=\langle\chi|\tilde K|\xi\rangle .$$

So $\tilde K^\dagger=\tilde K$ in the plain $L^2$ product. The same two steps give $[ij|ji]^*=[ji|ij]=[ij|ji]$, so $E_x$ is real, and (10) shows $E_x=\tfrac12\sum_if_i\langle\tilde\psi_i|\tilde K|\tilde\psi_i\rangle$. The proof used a real symmetric kernel, real occupations, (4) and the index symmetries of $\Delta K$. It did not use completeness, orthonormality of the orbitals or the number of compensated multipoles.

The first two terms of (11) are not separately Hermitian, while the third is. The conjugation argument applies to the one-centre part alone, so $\tilde K_{\rm 1c}^\dagger=\tilde K_{\rm 1c}$. For the first term,

$$\langle\xi|\tilde K_{\rm loc}|\chi\rangle=-\sum_jf_j\big[(\xi^*\tilde\psi_j|\tilde\psi_j^*\chi)+(\xi^*\tilde\psi_j|\hat n_{j\chi})\big],$$
$$\langle\chi|\tilde K_{\rm loc}|\xi\rangle^*=-\sum_jf_j\big[(\tilde\psi_j^*\chi|\xi^*\tilde\psi_j)+(\tilde\psi_j^*\chi|\hat n_{\xi j})\big],$$

where $\hat n_{j\xi}^*=\hat n_{\xi j}$ was used. The first brackets are equal, and the difference is

$$\langle\xi|\tilde K_{\rm loc}-\tilde K_{\rm loc}^\dagger|\chi\rangle=-\sum_jf_j\big[(\xi^*\tilde\psi_j|\hat n_{j\chi})-(\hat n_{\xi j}|\tilde\psi_j^*\chi)\big].\tag{14}$$

Nothing forces this to vanish. If $\xi$ lies entirely outside the spheres, $\hat n_{\xi j}=0$, while the first bracket is the interaction of $\xi^*\tilde\psi_j$ with the multipole field of $\hat n_{j\chi}$. For the second term, $\langle\xi|\tilde K_{\rm comp}|\chi\rangle=-\sum_jf_j[(\hat n_{\xi j}|\tilde\psi_j^*\chi)+(\hat n_{\xi j}|\hat n_{j\chi})]$ and $\langle\chi|\tilde K_{\rm comp}|\xi\rangle^*=-\sum_jf_j[(\hat n_{j\chi}|\xi^*\tilde\psi_j)+(\hat n_{j\chi}|\hat n_{\xi j})]$. Their difference is the negative of (14). The projector term supplies, on the left, the compensation charge that $v_{j\chi}$ contains on the right.

In the program, with three random complex orbitals of occupations $1.0$, $0.7$, $0.35$ and a 16-function basis that is not complete, the largest element of $\tilde K-\tilde K^\dagger$ is $3\times10^{-14}$ Ha, and $7.02\times10^{-2}$ Ha without $\tilde K_{\rm comp}$. Hermiticity with only the monopole compensated is also tested.

## (f) Relation to the all-electron operator

**Problem.** Relate $\tilde K$ to $K$ built from $\psi_j=T\tilde\psi_j$, and state the conditions.

**Solution.** By definition $\langle\xi|T^\dagger KT|\chi\rangle=-\sum_jf_j\big((T\xi)^*T\tilde\psi_j\,\big|\,(T\tilde\psi_j)^*T\chi\big)$. Part (c) was derived for four arbitrary complete functions. With full compensation each term equals $[\xi j|j\chi]$, so

$$\langle\xi|\tilde K|\chi\rangle=\langle T\xi|K|T\chi\rangle\qquad\text{for }\xi,\chi,\tilde\psi_j\in\mathcal C.\tag{15}$$

This is a statement about matrix elements within $\mathcal C$. It does not say that the functions $\tilde K\chi$ and $T^\dagger KT\chi$ agree pointwise, because for incomplete $\xi$ two terms survive. The bracket of (1) adds $\delta_\xi^*(\psi_j-\tilde\psi_j)$ to the pair density, and $\rho-s_R$ in (6) equals $\delta_\xi^*\tilde\psi_j$ inside the sphere instead of zero. For complete $\chi,\tilde\psi_j$, with $\delta_\xi$ restricted to the spheres, $\langle\xi|T^\dagger KT-\tilde K|\chi\rangle=-\sum_jf_j\big[(\delta_\xi^*(\psi_j-\tilde\psi_j)|\psi_j^*T\chi)+(\delta_\xi^*\tilde\psi_j|\Delta_{j\chi})\big]$.

One consequence is the sign. With $n=\psi_j^*T\chi$, each term of $\langle T\chi|K|T\chi\rangle$ is $-f_j(n^*|n)=-f_j\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|n(\mathbf k)|^2\le0$. So $\tilde K$ is negative semidefinite on $\mathcal C$. Outside $\mathcal C$ this argument is unavailable, since $\Delta K$ is a difference of two positive forms.

The program tests (15) with complex orbitals and test functions made of pseudo partial waves plus functions that vanish inside the sphere: the largest elements of $\tilde K-T^\dagger KT$ and $S-T^\dagger T$ are $1\times10^{-16}$ Ha and $4\times10^{-16}$. When normalized Gaussians that are not in $\mathcal C$ are admitted, they become $7.9\times10^{-2}$ Ha and $0.18$. These figures belong to that basis and to two partial waves per $l$. They show that completeness is needed for (15) and say nothing about the error of self-consistent orbitals.

## (g) The $S$-orthonormality constraint

**Problem.** (1) Find when $S$ defines an inner product. (2) Characterize $S^{-1}\tilde K$ and the problem $\tilde Kc=\kappa Sc$. (3) Find how $\tilde K$ and $E_x$ behave under mixing of occupied orbitals. (4) Derive the stationarity condition under the constraint.

**Solution.**

*(1)* Let $M_{ab}=\langle p_a|p_b\rangle$, block diagonal in atoms and positive definite. Split $\chi=\chi_\perp+\sum_{ab}p_a(M^{-1})_{ab}P^\chi_b$. Projecting on $p_c$ gives $\langle p_c|\chi_\perp\rangle=P^\chi_c-\sum MM^{-1}P^\chi=0$, so the two pieces are orthogonal, and the second has squared norm $P^\dagger M^{-1}MM^{-1}P=P^\dagger M^{-1}P$. From (2),

$$\langle\chi|S|\chi\rangle=\|\chi_\perp\|^2+P^{\chi\dagger}(M^{-1}+\Delta O)P^\chi .$$

Since $\chi_\perp$ and $P^\chi$ can be chosen independently, $S$ is positive definite if and only if $M^{-1}+\Delta O$ is. This is a condition on the data set. The example uses $p_a=\sum_b(\tilde O^{-1})_{ab}\tilde\phi_b$ inside the sphere and zero outside, which satisfies $\langle p_a|\tilde\phi_c\rangle=(\tilde O^{-1}\tilde O)_{ac}=\delta_{ac}$. Then $M=\tilde O^{-1}\tilde O\tilde O^{-1}=\tilde O^{-1}$ and $M^{-1}+\Delta O=O$, which is positive for linearly independent $\phi_a$. Positivity of $S$ is assumed below, and $\langle\chi|\xi\rangle_S=\langle\chi|S|\xi\rangle$.

*(2)* The operator $\tilde K$ turns a pseudo function into an object meant to be contracted with another one, like $S\chi$. The map from pseudo functions to pseudo functions is $A=S^{-1}\tilde K$. Using Hermiticity of $\tilde K$ and $S$,

$$\langle\xi|A\chi\rangle_S=\langle\xi|\tilde K\chi\rangle=\langle\tilde K\xi|\chi\rangle=\langle SS^{-1}\tilde K\xi|\chi\rangle=\langle A\xi|\chi\rangle_S .$$

So $A$ is self-adjoint in the $S$-product. Its $L^2$ adjoint is $\tilde KS^{-1}$, which equals $A$ only if $\tilde K$ and $S$ commute. For eigenvectors $\tilde Kc_m=\kappa_mSc_m$, contract with $c_n$: $\langle c_n|\tilde K|c_m\rangle=\kappa_m\langle c_n|S|c_m\rangle$. Conjugating the same relation with $m\leftrightarrow n$ gives $\langle c_n|\tilde K|c_m\rangle=\kappa_n^*\langle c_n|S|c_m\rangle$. Subtracting, $(\kappa_m-\kappa_n^*)\langle c_n|S|c_m\rangle=0$. For $n=m$, positivity of $S$ makes $\kappa_m$ real, and for $\kappa_m\ne\kappa_n$ the vectors are $S$-orthogonal. In a basis drawn from $\mathcal C$, the matrices of $\tilde K$ and $S$ equal those of $K$ and $1$ in the transformed basis, by (15) and (a), so the $\kappa_m$ are the all-electron values. The program diagonalizes, with a general non-Hermitian solver, the product of the inverse matrix of $S$ and the matrix of $\tilde K$ in the 16-function basis. This product represents $A$ followed by the $S$-orthogonal projection on that basis. It finds imaginary parts up to $1\times10^{-14}$ Ha, normalized $S$-overlaps up to $2\times10^{-12}$, and, for this projected operator, a departure from $L^2$ Hermiticity of $9.72\times10^{-2}$ Ha.

*(3)* In (10) the orbital $\tilde\psi_j$ enters once linearly and once antilinearly, so $\tilde K$ depends on the orbitals only through $\tilde\gamma=\sum_jf_j|\tilde\psi_j\rangle\langle\tilde\psi_j|$. Let $\tilde\psi'_k=\sum_j\tilde\psi_jU_{jk}$. The overlap matrix becomes $\langle\tilde\psi'_k|S|\tilde\psi'_l\rangle=(U^\dagger U)_{kl}$, so the constraint is kept exactly when $U$ is unitary. The density matrix becomes $\sum_{jl}|\tilde\psi_j\rangle(UfU^\dagger)_{jl}\langle\tilde\psi_l|$ with $f=\mathrm{diag}(f_k)$. It is unchanged when $UfU^\dagger=f$, which for unitary $U$ means $Uf=fU$, that is $U_{jk}(f_k-f_j)=0$. Unitary mixing among orbitals of equal occupation leaves $\tilde K$ and $E_x$ unchanged. For $E_x$ this follows because $E_x=\tfrac12\sum_if_i\langle\tilde\psi_i|\tilde K|\tilde\psi_i\rangle=\tfrac12\mathrm{Tr}(\tilde\gamma\tilde K)$ also depends on the orbitals only through $\tilde\gamma$. The program tests, for the matrix of $\tilde K$, both the invariance at equal $f$ and its loss at unequal $f$.

For a rotation $\tilde\psi_i\to\cos\theta\,\tilde\psi_i+\sin\theta\,\tilde\psi_j$, $\tilde\psi_j\to\cos\theta\,\tilde\psi_j-\sin\theta\,\tilde\psi_i$, the first-order changes are $\theta\tilde\psi_j$ and $-\theta\tilde\psi_i$. Applying (12) to each,

$$\frac{dE_x}{d\theta}\Big|_0=2f_i\mathrm{Re}\langle j|\tilde K|i\rangle-2f_j\mathrm{Re}\langle i|\tilde K|j\rangle=2(f_i-f_j)\,\mathrm{Re}\langle j|\tilde K|i\rangle,$$

where the last step is Hermiticity. An operator $K'$ used in place of $\tilde K$ would predict at $f_i=f_j=f$ the slope $2f\,\mathrm{Re}\langle j|K'-K'^\dagger|i\rangle$, which conflicts with the invariance just shown whenever it is nonzero. For the orbitals with $f=1.0$ and $0.35$ the finite difference and the formula both give $0.02844035$ Ha/rad.

*(4)* Let $E$ be the total energy of Hartree–Fock (or of a hybrid functional, with $\tilde K$ scaled by the mixing fraction), with $\delta E/\delta\tilde\psi_i^*=f_i\tilde H\tilde\psi_i$. The other parts of $\tilde H$ are taken to be $L^2$-Hermitian, so $\tilde H$ is. With multipliers $\lambda$,

$$\mathcal L=E-\sum_{ij}\lambda_{ji}\big(\langle\tilde\psi_i|S|\tilde\psi_j\rangle-\delta_{ij}\big).$$

Varying $\tilde\psi_i^*$ gives $f_i\tilde H\tilde\psi_i=\sum_jS\tilde\psi_j\lambda_{ji}$. Varying $\tilde\psi_j$ and conjugating, with $E$ real, gives $f_j\tilde H\tilde\psi_j=\sum_iS\tilde\psi_i\lambda_{ji}^*$. Comparing with the first equation written for orbital $j$, and using linear independence of the $S\tilde\psi_i$, $\lambda_{ij}=\lambda_{ji}^*$. Contracting the first equation with $\tilde\psi_j$ and using the constraint, $\lambda_{ji}=f_i\tilde H_{ji}$. Then $\lambda_{ij}^*=f_j\tilde H_{ij}^*=f_j\tilde H_{ji}$, so

$$(f_i-f_j)\tilde H_{ji}=0 .$$

At a stationary point $\tilde H$ couples only orbitals of equal occupation. Within such a group the Hermitian block $\tilde H_{ji}$ is diagonalized by a unitary $U$. By (3) this keeps the constraint and $\tilde\gamma$, hence $\tilde K$ and every other part of $\tilde H$ that depends on the orbitals through $\tilde\gamma$. For $f_i>0$ the result is

$$\tilde H\tilde\psi_i=\varepsilon_iS\tilde\psi_i,\qquad\varepsilon_i\ \text{real}.$$

If $\chi$ is $S$-orthogonal to all occupied orbitals, then $\langle\tilde\psi_i|S\,S^{-1}\tilde H\chi\rangle=\langle\tilde H\tilde\psi_i|\chi\rangle=\varepsilon_i\langle\tilde\psi_i|S|\chi\rangle=0$. The $S$-orthogonal complement is invariant under $S^{-1}\tilde H$, and empty orbitals are defined by the same generalized eigenproblem within it.

## (h) A constant added to the kernel

**Problem.** Replace $1/|\mathbf r-\mathbf r'|$ by $1/|\mathbf r-\mathbf r'|+c$. Find the changes of $\Delta K$, $\tilde K$ and $E_x$ for $S$-orthonormal orbitals, and determine what happens without compensation charges.

$\tilde K$ has been shown to be Hermitian in the $L^2$ product and, with full compensation, to reproduce the all-electron matrix elements on $\mathcal C$, while the constraint leads to a generalized eigenproblem with $S$. The solution of (h) and the evaluation for the nitrogen atom remain.
